Surface-Limited Carrier Lifetime of a Thin Wafer

**Problem**

An n-type germanium wafer of thickness W = 200 µm has been illuminated, and the light is switched off. The excess holes recombine at the two faces, each with surface recombination velocity S = 10 cm/s. Bulk recombination and the wafer's rim are left out at first. How long does the excess population take to fall by a factor e, if diffusion across the wafer is fast? Is diffusion in fact fast enough for that answer to hold?

Let p(x,t) be the excess hole density, with x measured from the mid-plane, so that the faces lie at x = ±W/2. The velocity S is defined by the loss at a face: the number of holes recombining there per unit area and time is S p. The excess is taken to be small compared with the donor density N. The holes, as minority carriers, then set the diffusion coefficient D, and S does not depend on p.

The Einstein relation gives D. In atomic units, where the elementary charge is 1, it reads D = μ k_B T. In engineering units k_B T is divided by the charge, so that 0.02585 eV at 300 K becomes 0.02585 V. With a rough hole mobility of 1800 cm²/Vs,

D = 1800 × 0.02585 ≈ 46.5 cm²/s.

**First estimate by scaling**

Two times describe the competing processes. One is W/S, which measures how slowly the faces consume carriers. The other is W²/D, which measures how slowly carriers cross the wafer. Their ratio is

(W²/D)/(W/S) = SW/D = 10 × 0.02/46.5 ≈ 0.0043.

Crossing is therefore much quicker than consumption. Diffusion keeps the density nearly uniform, D drops out, and the lifetime must be a pure number times W/S.

Counting carriers fixes that number. Per unit area of wafer there are pW excess holes, and each of the two faces removes S p per unit time:

W dp/dt = −S p − S p = −2S p.

The solution is p(t) = p(0) exp(−t/τ_s), with

τ_s = W/(2S).

The factor 2 counts the faces. If one face were perfectly passivated, a single term S p would remain and the lifetime would be W/S, here 2 ms. With both faces active,

τ_s = 0.02 cm / (2 × 10 cm/s) = 10⁻³ s = 1 ms.

**Exact solution of the diffusion problem**

Without the assumption of a uniform density, p obeys

∂p/∂t = D ∂²p/∂x².

The hole flux in the +x direction is −D ∂p/∂x. The outward direction is +x at the right face and −x at the left face, so the boundary conditions are

−D ∂p/∂x = S p at x = +W/2,
+D ∂p/∂x = S p at x = −W/2.

Try p = φ(x) exp(−λt). Then −Dφ″ = λφ. Multiplying by φ, integrating over the thickness and integrating by parts gives

λ ∫φ² dx = D ∫(φ′)² dx − D[φφ′] = D ∫(φ′)² dx + S[φ²(W/2) + φ²(−W/2)],

where the bracket [φφ′] is its value at the right face minus that at the left, and the last step uses the boundary conditions. The right side is positive, so every mode decays. We may write λ = Dα² with α real, and φ is a cosine or a sine of αx. Define

u = αW/2, β = SW/(2D).

For φ = cos αx, the condition at the right face is Dα sin u = S cos u. Dividing by cos u and multiplying by W/(2D) gives

u tan u = β.

For φ = sin αx, the same condition is −Dα cos u = S sin u, or u cot u = −β. Its left side is positive for 0 < u < π/2, so the first sine mode has u > π/2. The cosine equation has a root between 0 and π/2, because u tan u rises there from zero to infinity. That root belongs to the slowest mode, whose lifetime is

τ = 1/(Dα²) = W²/(4Du²).

Dividing by τ_s = W/(2S) gives a compact form:

τ/τ_s = SW/(2Du²) = β/u².

*Weak surface recombination.* For small β the root is small, and tan u = u + u³/3 + 2u⁵/15 + … gives

β/u² = (tan u)/u = 1 + u²/3 + 2u⁴/15 + …

To lowest order u² = β. To the next order u² = β/(1 + β/3) ≈ β − β²/3. Inserting this,

τ/τ_s = 1 + β/3 − β²/9 + 2β²/15 + … = 1 + β/3 + β²/45 + …

The first correction in time units is τ_s β/3 = (W/2S)(SW/6D), so

τ ≈ W/(2S) + W²/(12D).

*Strong surface recombination.* For large β the root approaches π/2. Put u = π/2 − ε, so that tan u = 1/tan ε ≈ 1/ε. The mode equation becomes (π/2 − ε)/ε ≈ β, hence ε ≈ (π/2)/(1 + β) and u ≈ (π/2) β/(1 + β). The lifetime is then

τ ≈ [W²/(π²D)] (1 + 1/β)².

It no longer falls to zero as S grows. Carriers still have to reach a face, and that takes a time of order W²/(π²D).

**Comparison of estimate and solution**

For the wafer of the problem the correction is

W²/(12D) = (0.02 cm)²/(12 × 46.5 cm²/s) ≈ 0.72 µs,

which is 0.07% of τ_s. As a test, the wafer was divided into 201 layers exchanging carriers by diffusion, and the resulting rate matrix was diagonalized. The slowest mode has a lifetime of 1.000716 ms, in agreement with the corrected formula. These digits check the mathematics; the rough material values do not support them as a prediction for a real wafer.

The sign and size of the correction have a simple origin. In a slow, nearly uniform decay the outward flux grows linearly from zero at the mid-plane to S p at the face, so it equals 2S p x/W. Setting this equal to −D ∂p/∂x and integrating gives a density that falls from the mid-plane as

p(0) − p(x) ≈ S p x²/(WD).

At the face the relative drop is SW/(4D), or 0.11%. Averaged over the thickness, x² is one third of its value at the face, so the mean density lies above the face density by two thirds of the drop, a fraction SW/(6D). The faces see slightly fewer carriers than the average, and the decay is slower by that fraction.

The starting profile matters little. The slowest non-uniform mode is the first sine mode, with u close to π/2 for small β. Its lifetime is about W²/(π²D) ≈ 0.87 µs, roughly a thousandth of τ_s. Even if all carriers start at one face, the computed fraction surviving at t = τ_s is 0.36788, equal to 1/e to the digits shown. This agreement is closer than the 0.07% correction would suggest, because two small effects cancel. The slowest mode receives from such a start the share

cos u (sin u/u) / [1/2 + sin(2u)/(4u)] ≈ 1 − u²/2 − u²/6 + u²/3 = 1 − u²/3 ≈ 1 − β/3,

since carriers born at a face are more exposed to it. The slower decay of that mode multiplies the survival at τ_s by about 1 + β/3. The first-order terms cancel in the product.

The estimate fails when S is large. Its first correction reaches 10% when SW/(6D) = 0.1, that is at

S = 0.6 D/W ≈ 1400 cm/s.

The computed lifetime there exceeds W/(2S) by 10.2%; the extra 0.2% is the term β²/45 with β = 0.3. For a poor surface with S = 10⁵ cm/s, and the same W and D, the estimate gives 0.10 µs while the diffusion problem gives 0.95 µs. Here β ≈ 21.5, and the strong-recombination formula gives 0.871 × (1 + 1/21.5)² ≈ 0.95 µs. Diffusion to the faces now sets the lifetime, and improving the surface moderately would change it little.

**What a real wafer adds**

The value S = 10 cm/s stands for a well-passivated germanium surface. The following estimates use a donor density N = 2 × 10¹⁵ cm⁻³ and show how far the neglected processes move the 1 ms.

*Bulk recombination.* A uniform bulk loss rate multiplies every mode by the same decaying exponential, so rates add. Take a defect-limited lifetime of 10 ms, a choice that supposes pure material, and a rough radiative coefficient B = 5 × 10⁻¹⁴ cm³/s. If every emitted photon leaves the wafer, the radiative lifetime 1/(BN) is also 10 ms, and together they give 5 ms. Then

1/τ = 1/(1 ms) + 1/(5 ms), so τ ≈ 0.83 ms.

This is a lower value. The high refractive index of germanium traps most of the emitted light inside a smooth wafer, where reabsorption can create carriers again. With no net radiative loss at all, τ would be 0.91 ms.

With a defect lifetime of 1 ms instead, the rates 1000, 1000 and 100 s⁻¹ would give about 0.48 ms. A measured lifetime equals the surface-limited one only if the bulk lifetime is much longer.

*The rim.* Consider a disc of radius R = 50 mm whose rim absorbs every carrier that reaches it. The slowest lateral mode is the Bessel function J₀(j₀₁r/R), with j₀₁ ≈ 2.405 its first zero, and it adds a rate D(j₀₁/R)² ≈ 10.8 s⁻¹. This would shorten the late-time lifetime to 0.99 ms. The rim loss rate, however, settles to that value only after tens of milliseconds, when the excess has long since decayed. At earlier times a uniformly illuminated wafer loses carriers from a rim zone of width about √(Dt), which is 2 mm at 1 ms. The flux into an absorbing straight edge is p√(D/(πt)); integrating it over time and multiplying by the perimeter-to-area ratio 2/R gives the lost fraction

4√(Dt/π)/R ≈ 0.10 at t = 1 ms,

apart from the surface decay common to all carriers. A measurement near the centre avoids this loss; one that averages over the whole wafer does not, and there the excess falls by a factor e in about 0.90 ms.

*Injection and temperature.* S is itself a result of surface traps. As a simple model, take a level at the intrinsic Fermi level, near midgap, with equal capture velocity c for electrons and holes, and no band bending. With n and p_h the total densities at the surface, n_i the intrinsic density and f the trap occupation, equal net capture of both carriers requires

n(1 − f) − n_i f = p_h f − n_i(1 − f), so f = (n + n_i)/(n + p_h + 2n_i).

The recombination rate is c[n(1 − f) − n_i f] = c(n p_h − n_i²)/(n + p_h + 2n_i). Write n = n₀ + Δ and p_h = p₀ + Δ, with n₀p₀ = n_i², and divide by the excess Δ:

S = c (n₀ + p₀ + Δ)/(n₀ + p₀ + 2Δ + 2n_i).

At Δ = 0.1N this S is smaller than at low injection, and the momentary lifetime is 1.09 ms; it returns to 1 ms as the excess decays. Warming the wafer to 350 K raises n_i from a rough 2 × 10¹³ to about 1.6 × 10¹⁴ cm⁻³, for a gap held at 0.66 eV. With c held fixed as well, the low-injection lifetime becomes 1.13 ms. The real gap narrows somewhat on warming, which raises n_i and, in this model, the lifetime further. These numbers depend strongly on the model. If c grows as √T with the thermal velocity, the warm lifetime is 1.05 ms; for a level 0.1 eV from the intrinsic level, at fixed c, it is about 2.1 ms. At Δ = 0.1N an electron capture velocity ten times smaller than the hole value gives 1.8 ms, and one ten times larger gives 1.01 ms. Surface charge and band bending, left out here, change the response further.

With the 10 ms defect lifetime, bulk recombination shifts the 1 ms by up to about 17%; an absorbing rim shortens the whole-wafer decay by about 10%. In the simple trap model with equal, fixed capture velocities, the injection considered here shifts it by about 9%, and the warming, with the gap held fixed, by about 13%; these two figures are not predictions for a real surface. A defect lifetime of 1 ms would roughly halve it. All these shifts are far larger than the 0.07% error of the fast-diffusion approximation. The main computed values are listed in the numerical output.

Calculated quantities

```
Wafer thickness W: 200 um
Surface recombination velocity S, each face: 10 cm/s
Surface-limited lifetime W/(2S): 1.000 ms
Same lifetime converted: 1000 us
Lifetime if only one face recombines, W/S: 2.000 ms
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Hole mobility, germanium (rough): 1800 cm2/Vs
Hole diffusion coefficient D: 46.53 cm2/s
Fast-diffusion parameter SW/D: 0.00430 (no unit)
Correction W^2/(12D): 0.716 us
Relative correction SW/(6D): 0.0716 %
Lifetime from diagonalization: 1.000716 ms
Density drop centre to face, SW/(4D): 0.1074 %
Density drop from diagonalization: 0.1074 %
Levelling time W^2/(pi^2 D): 0.871 us
Survival at W/(2S), start at one face: 0.36788 (no unit)
1/e for comparison: 0.36788 (no unit)
S at which correction is about 10%: 1396 cm/s
Actual excess over W/(2S) there: 10.19 %
Poor surface, S: 100000 cm/s
Poor surface, W/(2S): 0.100 us
Poor surface, true lifetime: 0.954 us
Donor doping N (chosen): 2.0e+15 cm^-3
Defect-limited bulk lifetime (chosen): 10.0 ms
Radiative coefficient B (rough): 5.0e-14 cm3/s
Radiative lifetime 1/(BN): 10.0 ms
Total bulk lifetime: 5.00 ms
Lifetime with bulk recombination: 0.833 ms
Wafer radius: 50 mm
Largest edge loss rate: 10.76 1/s
Lifetime with absorbing edge: 0.9894 ms
Injection level delta/N: 10 %
Lifetime at that injection: 1.087 ms
Band gap (rough): 0.66 eV
Intrinsic density at 300 K (rough): 2.0e+13 cm^-3
Warm wafer temperature: 350 K
Intrinsic density, warm: 1.56e+14 cm^-3
Lifetime, warm, same capture velocity: 1.132 ms
```
